# Debye Length of Doubly Charged Vacancies and Its Limits: test program

```python
# Result under test: mobile vacancies of charge z*e and density n in a fixed,
# uniform neutralizing background have the mean-field Debye length
#     lambda = sqrt(eps_r*eps0*k*T / (z^2 e^2 n)).
# eps_r: relative permittivity, T: temperature, phi: electrostatic potential.
# coupling length l = z^2 e^2/(4 pi eps k T); sphere radius a = (3/(4 pi n))^(1/3);
# Gamma = l/a measures correlations, which the mean-field theory neglects.
# Lengths are in nm and potentials in mV unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, quad
from scipy.optimize import brentq
from scipy.special import erfc

z, eps_r, temperature = 2, 25.0, 600.0
density_cm3 = 1e20
density_m3 = density_cm3 * 1e6
density_nm3 = density_m3 * 1e-27
e, kB, eps0 = const.e, const.k, const.epsilon_0


def debye_nm(charge_square_sum, T=temperature):
    """charge_square_sum = sum over mobile species of z_i^2 n_i / n."""
    return 1e9 * np.sqrt(eps_r * eps0 * kB * T
                         / (charge_square_sum * e**2 * density_m3))


lam = debye_nm(z**2)
lam_electrons = debye_nm(z**2 + z)
thermal_mV = 1e3 * kB * temperature / e

# ---- numerical solution of the nonlinear Poisson-Boltzmann equation ----
# e*n/eps expressed in mV/nm^2
source = e * density_m3 / (eps_r * eps0) * 1e3 * 1e-18


def solve_plane(phi0, mobile_electrons=False, tol=1e-7):
    def rhs(x, y):
        vacancies = z * np.exp(-z * y[0] / thermal_mV)
        negative = z * (np.exp(y[0] / thermal_mV) if mobile_electrons
                        else np.ones_like(x))
        return np.vstack([y[1], -source * (vacancies - negative)])

    def ends(left, right):
        return np.array([left[0] - phi0, right[0]])

    x = np.linspace(0.0, 6.0, 601)
    guess = phi0 * np.exp(-x / 0.5)
    sol = solve_bvp(rhs, ends, x, np.vstack([guess, -guess / 0.5]),
                    tol=tol, max_nodes=50000)
    assert sol.success, sol.message
    return sol


def decay_length(sol):
    return 0.8 / np.log(sol.sol(0.4)[0] / sol.sol(1.2)[0])


lam_numeric = decay_length(solve_plane(0.1))
lam_el_numeric = decay_length(solve_plane(0.1, True))
# remaining difference: the 0.1 mV potential is small but finite
assert abs(lam_numeric / lam - 1) < 2e-3
assert abs(lam_el_numeric / lam_electrons - 1) < 2e-3


def surface_field(phi0):
    """First-integral result in MV/cm (1 mV/nm = 0.01 MV/cm)."""
    y = z * phi0 / thermal_mV
    return 0.01 * thermal_mV / (z * lam) * np.sqrt(2 * (np.exp(-y) + y - 1))


wall_mV = 100.0
for wall in (wall_mV, -wall_mV):
    numeric_field = 0.01 * abs(solve_plane(wall).y[1, 0])
    assert abs(numeric_field / surface_field(wall) - 1) < 1e-3

# ---- linear theory around a single vacancy ----
l_coul = 1e9 * z**2 * e**2 / (4 * np.pi * eps_r * eps0 * kB * temperature)
a_ws = (3 / (4 * np.pi * density_nm3))**(1 / 3)
gamma = l_coul / a_ws


def fraction_left(r, length):
    return (1 + r / length) * np.exp(-r / length)


for r in (0.3, 0.8):
    hole = quad(lambda s: 4 * np.pi * s * density_nm3 * l_coul
                * np.exp(-s / lam), 0, r)[0]
    assert abs(1 - hole - fraction_left(r, lam)) < 1e-8
r_negative = brentq(lambda r: 1 - l_coul / r * np.exp(-r / lam), 0.01, 5)
half_linear = brentq(lambda r: fraction_left(r, lam) - 0.5, 0.01, 5)
half_bound = a_ws / 2**(1 / 3)

# ---- Monte Carlo: vacancies on a periodic simple cubic site lattice ----
M, N = 32, 64                              # sites per edge, vacancies
box = (N / density_nm3)**(1 / 3)
site = box / M
alpha = 8 / box                            # Ewald splitting parameter
m = (np.arange(M) + M // 2) % M - M // 2
mx, my, mz = np.meshgrid(m, m, m, indexing="ij")
m2 = mx**2 + my**2 + mz**2
k2 = (2 * np.pi / box)**2 * m2
k2_safe = np.where(m2 == 0, 1.0, k2)
coef = np.where(m2 == 0, 0.0,
                4 * np.pi / box**3 * np.exp(-k2 / (4 * alpha**2)) / k2_safe)
smooth = np.fft.ifftn(coef).real * M**3 - np.pi / (alpha**2 * box**3)
dist = site * np.sqrt(np.where(m2 == 0, 1, m2))
table = smooth + erfc(alpha * dist) / dist
self_image = smooth[0, 0, 0] - 2 * alpha / np.sqrt(np.pi)

# periodic potential tested on the rock-salt Madelung constant
potential = self_image
for i in (0, 1):
    for j in (0, 1):
        for k in (0, 1):
            if i + j + k:
                potential += ((-1)**(i + j + k)
                              * table[i * M // 2, j * M // 2, k * M // 2])
madelung_series = 12 * np.pi * sum(
    1 / np.cosh(np.pi / 2 * np.hypot(p, q))**2
    for p in range(1, 30, 2) for q in range(1, 30, 2))
assert abs(-potential * box / 2 - madelung_series) < 1e-5

BLOCK = 1e6                                # forbids double occupation
table[0, 0, 0] = BLOCK
sites_in = np.cumsum(np.bincount(m2.ravel()))
r_eff = site * (3 * sites_in / (4 * np.pi))**(1 / 3)


def simulate(length, reach, sweeps, seed):
    """Uncompensated charge fraction against r_eff, for each half of the run."""
    rng = np.random.default_rng(seed)
    start = rng.choice(M**3, N, replace=False)
    pos = np.array(np.unravel_index(start, (M, M, M)))
    warm = 200
    hist = np.zeros((2, len(sites_in)))
    for sweep in range(warm + sweeps):
        steps = rng.integers(-reach, reach + 1, size=(N, 3))
        who = rng.integers(0, N, size=N)
        logs = np.log(1 - rng.random(N))
        for i, step, log_u in zip(who, steps, logs):
            old = pos[:, i].copy()
            new = (old + step) % M
            d_old = pos - old[:, None]
            d_new = pos - new[:, None]
            e_old = table[d_old[0], d_old[1], d_old[2]].sum() - BLOCK
            e_new = (table[d_new[0], d_new[1], d_new[2]].sum()
                     - table[step[0], step[1], step[2]])
            if log_u < -length * (e_new - e_old):
                pos[:, i] = new
        if sweep >= warm:
            d = (pos[:, :, None] - pos[:, None, :] + M // 2) % M - M // 2
            half = 0 if sweep - warm < sweeps // 2 else 1
            hist[half] += np.bincount((d**2).sum(axis=0).ravel(),
                                      minlength=len(sites_in))
    counts = np.cumsum(hist, axis=1) / (N * (sweeps // 2))
    return counts - N / M**3 * sites_in


# weak coupling: the Debye result must come back
gamma_weak = 0.2
l_weak = gamma_weak * a_ws
lam_weak = 1 / np.sqrt(4 * np.pi * density_nm3 * l_weak)
weak = simulate(l_weak, M // 2 - 1, 1000, 11).mean(axis=0)
index = np.argmin(abs(r_eff - lam_weak))
weak_mc, weak_theory = weak[index], fraction_left(r_eff[index], lam_weak)
# allowance: sampling noise about 0.01, nonlinear terms about 0.03
assert abs(weak_mc - weak_theory) < 0.05


def half_radius(curve):
    j = int(np.argmax(curve < 0.5))
    t = (curve[j - 1] - 0.5) / (curve[j - 1] - curve[j])
    return r_eff[j - 1] + t * (r_eff[j] - r_eff[j - 1])


strong = simulate(l_coul, 4, 1000, 12)
half_mc = half_radius(strong.mean(axis=0))
half_parts = [half_radius(part) for part in strong]
assert abs(half_parts[0] - half_parts[1]) < 0.05
assert half_mc > 1.3 * half_linear         # linear theory fails here

# ---- other neglected effects ----
site_fraction = N / M**3
lam_sites = lam / np.sqrt(1 - site_fraction)
band_states_cm3 = 2e-6 * (const.m_e * kB * temperature
                          / (2 * np.pi * const.hbar**2))**1.5
lam_300 = debye_nm(z**2, 300.0)

print(f"vacancy charge number z = {z}")
print(f"vacancy density = {density_cm3:.1e} cm^-3")
print(f"relative permittivity = {eps_r:.0f}")
print(f"temperature = {temperature:.0f} K")
print(f"kT/e = {thermal_mV:.2f} mV")
print(f"kT/(ze) = {thermal_mV / z:.2f} mV")
print(f"Debye length, formula = {lam:.4f} nm")
print(f"Debye length, numerical decay = {lam_numeric:.4f} nm")
print(f"Debye length = {lam * 1e-9 / const.value('Bohr radius'):.3f} bohr")
print(f"wrong value with z for z^2 = {debye_nm(z):.3f} nm")
print(f"wrong value with 1 for z^2 = {debye_nm(1):.3f} nm")
print(f"wall potential magnitude = {wall_mV:.0f} mV")
print(f"reduced wall potential = {z * wall_mV / thermal_mV:.2f}")
print(f"linear surface field = {0.01 * wall_mV / lam:.2f} MV/cm")
print(f"depletion field, +wall = {surface_field(wall_mV):.2f} MV/cm")
print(f"accumulation field, -wall = {surface_field(-wall_mV):.2f} MV/cm")
print(f"accumulated density at -wall = "
      f"{density_cm3 * np.exp(z * wall_mV / thermal_mV):.2e} cm^-3")
print(f"mean spacing n^(-1/3) = {density_nm3**(-1 / 3):.3f} nm")
print(f"sphere radius a = {a_ws:.3f} nm")
print(f"coupling length l = {l_coul:.3f} nm")
print(f"coupling Gamma = {gamma:.2f}")
print(f"vacancies per Debye sphere = "
      f"{4 * np.pi / 3 * lam**3 * density_nm3:.4f}")
print(f"linear density negative inside r = {r_negative:.3f} nm")
print(f"half compensation, linear theory = {half_linear:.3f} nm")
print(f"half compensation, lower bound = {half_bound:.3f} nm")
print(f"half compensation, simulation = {half_mc:.2f} nm")
print(f"same, two halves of run = {half_parts[0]:.3f}, "
      f"{half_parts[1]:.3f} nm")
print(f"simulation: {N} vacancies, box edge = {box:.2f} nm")
print(f"simulation site spacing = {site:.3f} nm")
print(f"weak-coupling test Gamma = {gamma_weak:.1f}")
print(f"weak test: charge fraction simulated = {weak_mc:.3f}")
print(f"weak test: charge fraction Debye = {weak_theory:.3f}")
print(f"Debye length with mobile electrons = {lam_electrons:.3f} nm")
print(f"same, numerical decay = {lam_el_numeric:.3f} nm")
print(f"compensating electron density = {z * density_cm3:.1e} cm^-3")
print(f"band density of states, free mass = {band_states_cm3:.2e} cm^-3")
print(f"occupied site fraction = {site_fraction:.5f}")
print(f"Debye length with site limit = {lam_sites:.4f} nm")
print(f"Debye length at 300 K = {lam_300:.3f} nm")
print(f"coupling Gamma at 300 K = {gamma * temperature / 300:.2f}")
print("OK")
```

It prints:

```
vacancy charge number z = 2
vacancy density = 1.0e+20 cm^-3
relative permittivity = 25
temperature = 600 K
kT/e = 51.70 mV
kT/(ze) = 25.85 mV
Debye length, formula = 0.4226 nm
Debye length, numerical decay = 0.4226 nm
Debye length = 7.986 bohr
wrong value with z for z^2 = 0.598 nm
wrong value with 1 for z^2 = 0.845 nm
wall potential magnitude = 100 mV
reduced wall potential = 3.87
linear surface field = 2.37 MV/cm
depletion field, +wall = 1.47 MV/cm
accumulation field, -wall = 5.67 MV/cm
accumulated density at -wall = 4.79e+21 cm^-3
mean spacing n^(-1/3) = 2.154 nm
sphere radius a = 1.337 nm
coupling length l = 4.456 nm
coupling Gamma = 3.33
vacancies per Debye sphere = 0.0316
linear density negative inside r = 0.752 nm
half compensation, linear theory = 0.709 nm
half compensation, lower bound = 1.061 nm
half compensation, simulation = 1.13 nm
same, two halves of run = 1.134, 1.126 nm
simulation: 64 vacancies, box edge = 8.62 nm
simulation site spacing = 0.269 nm
weak-coupling test Gamma = 0.2
weak test: charge fraction simulated = 0.732
weak test: charge fraction Debye = 0.731
Debye length with mobile electrons = 0.345 nm
same, numerical decay = 0.345 nm
compensating electron density = 2.0e+20 cm^-3
band density of states, free mass = 7.10e+19 cm^-3
occupied site fraction = 0.00195
Debye length with site limit = 0.4230 nm
Debye length at 300 K = 0.299 nm
coupling Gamma at 300 K = 6.67
OK
```
